# Kramers' Rate at High Friction from Flux over a Harmonic Barrier: test program

```python
"""Kramers escape over a harmonic barrier at strong friction.
Result under test: k = kappa * (w0/2pi) * exp(-Eb/kT), with
kappa = sqrt(1 + g^2/4) - g/2 and g = gamma/wb; kappa -> 1/g for g >> 1.
w0, wb: well and barrier angular frequencies; gamma: velocity damping rate;
Eb: barrier height; kT: thermal energy; B = Eb/kT.
Reduced units: mass = kT = wb = 1.  The test potential is the double well
U = B*(1 - x^2/a^2)^2 with a^2 = 4B, so that w0 = sqrt(2).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import bmat, csr_matrix, identity
from scipy.sparse.linalg import splu
from scipy.special import erfc


def kramers_kappa(g):
    # Algebraically equal to sqrt(1+g^2/4)-g/2, without cancellation.
    return 1 / (np.sqrt(1 + g * g / 4) + g / 2)


def kramers_rate(B, g):
    return kramers_kappa(g) * np.sqrt(2) / (2 * np.pi) * np.exp(-B)


def phase_space_rate(B, g, n_position=80, n_velocity=24):
    """One-way rate from the slowest odd mode of the phase-space operator.

    After division by the square root of equilibrium, the operator is
    b*A^T - b^T*A - g*b^T*b, where A = d/dx + U'/2 and b lowers the
    velocity oscillator level. Oscillator functions also span position.
    """
    size = 2 * n_position + 12
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    scale = 1.2
    x = scale * (lower + lower.T) / np.sqrt(2)
    derivative = (lower - lower.T) / (np.sqrt(2) * scale)
    force_term = x @ x @ x / (4 * B) - x
    A = derivative + force_term / 2
    odd = np.arange(1, 2 * n_position, 2)
    even = np.arange(0, 2 * n_position + 3, 2)
    sets = [odd if n % 2 == 0 else even for n in range(n_velocity)]
    blocks = [[None] * n_velocity for _ in range(n_velocity)]
    for n in range(n_velocity):
        blocks[n][n] = -n * g * identity(len(sets[n]))
        if n + 1 < n_velocity:
            part = np.sqrt(n + 1) * A[np.ix_(sets[n + 1], sets[n])]
            blocks[n + 1][n] = csr_matrix(-part)
            blocks[n][n + 1] = csr_matrix(part.T)
    solver = splu(bmat(blocks, format="csc"))
    vector = np.ones(sum(len(s) for s in sets))
    vector /= np.linalg.norm(vector)
    for _ in range(6):
        image = solver.solve(vector)
        inverse_eigenvalue = vector @ image
        vector = image / np.linalg.norm(image)
    return -1 / (2 * inverse_eigenvalue)


# Symbolic test of the stationary density, theta = kT/m.
X, V = sp.symbols("x v", real=True)
lam, gam, theta = sp.symbols("lambda gamma theta", positive=True)
wb2 = lam * (lam + gam)
s = (lam + gam) * X - V
density = sp.exp((wb2 * X**2 - V**2) / (2 * theta)) * sp.erfc(
    s / sp.sqrt(2 * theta * gam / lam)) / 2
residual = (-V * sp.diff(density, X) - wb2 * X * sp.diff(density, V)
            + gam * sp.diff(V * density + theta * sp.diff(density, V), V))
assert sp.simplify(residual) == 0

# Flux of that density at two positions, relative to one-way flux.
for g in (0.7, 3.0, 20.0):
    root = kramers_kappa(g)
    for position in (0.0, 1.5):
        def current(v):
            arg = ((root + g) * position - v) / np.sqrt(2 * g / root)
            return v * np.exp((position**2 - v*v) / 2) * erfc(arg) / 2
        flux = quad(current, -12, 12, epsabs=1e-11, limit=200)[0]
        assert abs(flux / root - 1) < 1e-6

# Example inputs in SI units.
T = 350.0
mass = 73 * const.atomic_mass
barrier = 0.50 * const.e
half_distance = 0.15e-9
viscosity = 5e-3
radius = 0.30e-9
rest_radius = 0.50e-9
memory_time = 0.2e-12
barrier_error = 0.05 * const.e
kT = const.k * T
B = barrier / kT
wb = np.sqrt(4 * barrier / (mass * half_distance**2))
w0 = np.sqrt(8 * barrier / (mass * half_distance**2))
drag = 6 * np.pi * viscosity * radius
gamma = drag / mass
g = gamma / wb
kappa = kramers_kappa(g)
k_tst = w0 / (2 * np.pi) * np.exp(-B)
k_full = kappa * k_tst
k_limit = k_tst / g

# Full phase-space dynamics, including anharmonicity.
k_num_reduced = phase_space_rate(B, g)
k_small_basis = phase_space_rate(B, g, 65, 16)
assert abs(k_small_basis / k_num_reduced - 1) < 2e-3
ratio_num = k_num_reduced / kramers_rate(B, g)
assert abs(B * (1 - ratio_num) - 3 / 8) < 0.1
moderate = {}
for friction in (2.0, 5.0):
    numerical = phase_space_rate(B, friction)
    moderate[friction] = numerical * 2*np.pi*np.exp(B) / np.sqrt(2)
    # Remaining difference is the finite-barrier correction, order 1/B.
    assert abs(moderate[friction] / kramers_kappa(friction) - 1) < 0.05
double_friction = phase_space_rate(B, 2 * g) / k_num_reduced
assert abs(double_friction - 0.5) < 2 / g**2
double_mass = phase_space_rate(B, g/np.sqrt(2)) / np.sqrt(2) / k_num_reduced
assert abs(double_mass - 1) < 3 / g**2

# Position-only diffusion from its two defining integrals.
a = 2 * np.sqrt(B)


def potential(x):
    return B * (1 - (x / a)**2)**2


well_integral = quad(lambda x: np.exp(-potential(x)), 0, 2*a, points=[a])[0]
top_integral = quad(lambda x: np.exp(potential(x)-B), -a, a, points=[0])[0]
k_diffusion = np.exp(-B) / (g * well_integral * top_integral)
assert abs(k_diffusion / k_num_reduced - 1) < 3 / g**2

# Memory: final side of noisy linear trajectories started at the top.
tau = memory_time * wb
matrix = np.array([[0, 1, 0], [1, 0, 1], [0, -g / tau, -1 / tau]])
eigenvalues, left_vectors = np.linalg.eig(matrix.T)
index = np.argmax(eigenvalues.real)
growth = eigenvalues[index].real
left = left_vectors[:, index].real
left = left * np.sign(left[1])
variance = left[1]**2 + left[2]**2 * (g / tau + g / (tau**2 * growth))
kappa_memory = left[1] / np.sqrt(variance)
root_memory = brentq(lambda q: q * (q + g / (1 + q * tau)) - 1, 0, 1)
assert abs(kappa_memory / root_memory - 1) < 1e-8

# Frictionless quantum estimate from levels and barrier transmission.
u0, ub = const.hbar * w0 / kT, const.hbar * wb / kT
levels = np.arange(2000)
well_factor = (1 / u0) / np.sum(np.exp(-u0 * (levels + 0.5)))
barrier_factor = quad(lambda e: np.exp(-e) / (1 + np.exp(-2*np.pi*e/ub)),
                      -5, 60, points=[0], limit=300)[0]
assert abs(barrier_factor / ((ub / 2) / np.sin(ub / 2)) - 1) < 1e-6
assert abs(well_factor / (np.sinh(u0 / 2) / (u0 / 2)) - 1) < 1e-8

slip_factor = kramers_kappa(g * 2 / 3) / kappa
recoil_factor = 1 + radius / rest_radius
barrier_factor_error = np.exp(barrier_error / kT)
limit_excess = k_limit / k_full - 1
assert 0 < limit_excess < 1 / g**2


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", T, "K")
show("Moving mass", mass / const.atomic_mass, "u")
show("Barrier height", barrier / const.e, "eV")
show("Distance between wells", 2 * half_distance * 1e9, "nm")
show("Viscosity", viscosity * 1e3, "mPa s")
show("Hydrodynamic radius", radius * 1e9, "nm")
show("Thermal energy", kT / const.e, "eV")
show("Barrier / thermal energy", B)
show("Boltzmann factor", np.exp(-B))
show("Barrier curvature magnitude", mass * wb**2, "N/m")
show("Barrier angular frequency wb", wb * 1e-12, "ps^-1")
show("Well angular frequency w0", w0 * 1e-12, "ps^-1")
show("Stokes drag coefficient", drag, "kg/s")
show("Friction rate gamma", gamma * 1e-12, "ps^-1")
show("gamma / wb", g)
show("Full kappa", kappa, digits=6)
show("Limit wb / gamma", 1 / g, digits=6)
show("Excess of limit over full kappa", 100 * limit_excess, "%")
show("Transition-state rate", k_tst, "s^-1")
show("Kramers rate, full kappa", k_full, "s^-1")
show("Kramers rate, high-friction limit", k_limit, "s^-1")
show("Lifetime from high-friction limit", 1e6 / k_limit, "us")
show("Thermal barrier length", np.sqrt(kT/(mass*wb**2))*1e9, "nm")
show("Velocity memory length", np.sqrt(kT/mass)/gamma*1e9, "nm")
show("Well relaxation time gamma/w0^2", gamma/w0**2*1e12, "ps")
show("Phase-space numerical rate", k_num_reduced * wb, "s^-1")
show("Position-only numerical rate", k_diffusion * wb, "s^-1")
show("Phase-space rate / full Kramers rate", ratio_num, digits=5)
show("Predicted finite-barrier factor", 1 - 3 / (8 * B), digits=5)
for friction, value in moderate.items():
    show(f"Numerical rate / TST at gamma/wb={friction:g}", value)
    show(f"Full kappa at gamma/wb={friction:g}", kramers_kappa(friction))
    show(f"wb/gamma at gamma/wb={friction:g}", 1 / friction)
show("Numerical rate factor, friction doubled", double_friction, digits=5)
show("Numerical rate factor, mass doubled at fixed drag", double_mass, digits=5)
show("Chosen solvent memory time", memory_time * 1e12, "ps")
show("Kappa with solvent memory", kappa_memory)
show("Rate factor from solvent memory", kappa_memory / kappa)
show("Rate factor from slip drag", slip_factor)
show("Radius of remaining molecule", rest_radius * 1e9, "nm")
show("Rate factor from recoil, no mutual flow", recoil_factor)
show("Quantum well factor, no friction", well_factor, digits=5)
show("Quantum barrier factor, no friction", barrier_factor, digits=5)
show("Combined quantum factor", well_factor * barrier_factor, digits=5)
show("Chosen barrier error", barrier_error / const.e, "eV")
show("Rate factor for that barrier error", barrier_factor_error)
print("all good")
```

Printed output:

```
Temperature: 350 K
Moving mass: 73 u
Barrier height: 0.5 eV
Distance between wells: 0.3 nm
Viscosity: 5 mPa s
Hydrodynamic radius: 0.3 nm
Thermal energy: 0.03016 eV
Barrier / thermal energy: 16.58
Boltzmann factor: 6.314e-08
Barrier curvature magnitude: 14.24 N/m
Barrier angular frequency wb: 10.84 ps^-1
Well angular frequency w0: 15.33 ps^-1
Stokes drag coefficient: 2.827e-11 kg/s
Friction rate gamma: 233.2 ps^-1
gamma / wb: 21.52
Full kappa: 0.0463701
Limit wb / gamma: 0.04647
Excess of limit over full kappa: 0.2155 %
Transition-state rate: 1.54e+05 s^-1
Kramers rate, full kappa: 7143 s^-1
Kramers rate, high-friction limit: 7158 s^-1
Lifetime from high-friction limit: 139.7 us
Thermal barrier length: 0.01842 nm
Velocity memory length: 0.000856 nm
Well relaxation time gamma/w0^2: 0.9927 ps
Phase-space numerical rate: 6973 s^-1
Position-only numerical rate: 6987 s^-1
Phase-space rate / full Kramers rate: 0.97619
Predicted finite-barrier factor: 0.97738
Numerical rate / TST at gamma/wb=2: 0.4068
Full kappa at gamma/wb=2: 0.4142
wb/gamma at gamma/wb=2: 0.5
Numerical rate / TST at gamma/wb=5: 0.1883
Full kappa at gamma/wb=5: 0.1926
wb/gamma at gamma/wb=5: 0.2
Numerical rate factor, friction doubled: 0.50077
Numerical rate factor, mass doubled at fixed drag: 0.99796
Chosen solvent memory time: 0.2 ps
Kappa with solvent memory: 0.05152
Rate factor from solvent memory: 1.111
Rate factor from slip drag: 1.496
Radius of remaining molecule: 0.5 nm
Rate factor from recoil, no mutual flow: 1.6
Quantum well factor, no friction: 1.0047
Quantum barrier factor, no friction: 1.0023
Combined quantum factor: 1.007
Chosen barrier error: 0.05 eV
Rate factor for that barrier error: 5.248
all good
```
